# Field-Enhanced Multiphonon Ionization of Deep Centres and Its Tunnelling Time

## The situation and the result

A carrier bound to a deep centre in a semiconductor can be set free by lattice vibrations alone, if many phonons together supply the ionization energy. In an electric field the carrier may leave below the band edge and tunnel through the remaining triangular barrier. The lattice then supplies less energy, but the carrier pays a tunnelling penalty. How does the emission rate $W$ depend on the field $F$?

For the model below, to leading order in a saddle-point expansion whose small parameter is $1/\lambda^2C''$ (both quantities are defined below),

$$\frac{W(F)}{W(0)}=\exp\frac{F^2}{F_c^2},\qquad F_c^2=\frac{3m\hbar}{e^2\tau_2^3},\qquad \tau_2=\frac{\hbar}{2kT}+\tau_1 .\tag{1}$$

Here $m$ is the isotropic carrier mass. The time $\tau_2$ is the imaginary time the lattice spends between turning point and crossing on the potential of the ionized centre; $\tau_1$ is the corresponding signed time on the potential of the bound centre. In general $\tau_1$ depends on temperature.

The algebra uses atomic units, $\hbar=e=1$, with $b=1/kT$; $\hbar$ and $e$ return in the main results.

## Model and rate

The centre is neutral after emission, so no Coulomb attraction lowers the barrier. Its coupling $V$ to the band states is weak, local and independent of field. The vibrations are harmonic, with frequencies $\omega_j$ unchanged by ionization; only their equilibrium positions shift. Mode $j$ has Huang–Rhys factor $S_j$, and the relaxation energy is $\Delta\varepsilon=\sum_jS_j\omega_j$. The thermal ionization energy $\varepsilon_T$ separates the two relaxed configurations, with the carrier at the band edge.

Let $E$ be the carrier energy measured from the band edge at the centre. The lattice must supply $\varepsilon_T+E$, so the golden rule gives

$$W=2\pi|V|^2\int dE\,\rho_F(E)\,G(\varepsilon_T+E).\tag{2}$$

The function $\rho_F$ is the density of carrier states at the centre, for one spin. With thermal weights $p_n$, initial vibrational energies $E_n$ and final ones $E'_l$, each counted from its own ground level,

$$G(\Delta)=\sum_{n,l}p_n|\langle l'|n\rangle|^2\,\delta(\Delta-E_n+E'_l).$$

## The lattice factor

For one mode take $H_1=\omega a^\dagger a$ and $H_2=DH_1D^\dagger$, where $D=e^{g(a^\dagger-a)}$ and $g^2=S$. The definition of $G$ gives

$$\int G(\Delta)e^{\beta\Delta}d\Delta=\langle e^{\beta H_1}e^{-\beta H_2}\rangle=\langle e^{\beta H_1}De^{-\beta H_1}D^\dagger\rangle .$$

Conjugation by $e^{\beta H_1}$ multiplies $a^\dagger$ by $e^x$ and $a$ by $e^{-x}$, with $x=\beta\omega$. The operator is therefore $e^Ae^B$ with

$$A=g(a^\dagger e^x-ae^{-x}),\qquad B=-g(a^\dagger-a).$$

Their commutator is the number $[A,B]=-2S\sinh x$, so $e^Ae^B=e^{A+B}e^{-S\sinh x}$. The sum is $A+B=ua^\dagger+va$, with $u=g(e^x-1)$ and $v=g(1-e^{-x})$.

To average it, write $e^{ua^\dagger+va}=e^{uv/2}e^{ua^\dagger}e^{va}$. The geometric thermal weights give $\langle a^{\dagger k}a^k\rangle=k!\,n^k$, where $n=1/(e^{b\omega}-1)$. Summing the power series yields $e^{uv(n+1/2)}$. Since $uv=2S(\cosh x-1)$, the logarithm of the transform is $S[(2n+1)(\cosh x-1)-\sinh x]$. Regrouping the exponentials and adding independent modes gives

$$C(\beta)=\sum_jS_j\left[(n_j+1)(e^{-\beta\omega_j}-1)+n_j(e^{\beta\omega_j}-1)\right].\tag{3}$$

The first term describes phonons emitted into the lattice, the second phonons absorbed from it. Inverting the transform and inserting it in (2),

$$W=2\pi|V|^2\int_{\lambda-i\infty}^{\lambda+i\infty}\frac{d\beta}{2\pi i}\,e^{C(\beta)-\beta\varepsilon_T}Z_F(\beta),\qquad Z_F(\beta)=\int dE\,\rho_F(E)e^{-\beta E},\tag{4}$$

for any $\lambda>0$.

## The carrier factor

The integral $Z_F$ is the return amplitude $\langle0|e^{-\beta H}|0\rangle$ for $H=p^2/2m-Fx$. At imaginary time $s$ the classical path obeys $m\ddot x=-F$, with $x(0)=x(\beta)=0$, so

$$x(s)=\frac{F}{2m}s(\beta-s).$$

Integration by parts gives $\int m\dot x^2/2\,ds=\tfrac12F\int x\,ds$. The action is then

$$\int_0^\beta\left(\frac{m\dot x^2}{2}-Fx\right)ds=-\frac F2\int_0^\beta x\,ds=-\frac{F^2\beta^3}{24m}.$$

The Lagrangian is quadratic and the field enters linearly, so fluctuations about this path are those of a free particle. Hence

$$Z_F(\beta)=\left(\frac{m}{2\pi\beta}\right)^{3/2}\exp\frac{F^2\beta^3}{24m}.\tag{5}$$

This is exact for a uniform field and a parabolic band. It includes carriers emitted above and below the band edge. Integration of the Airy-function density of states confirms it numerically.

## The enhancement

For real $\beta$, $C''(\beta)>0$. Also $C'(0)=-\Delta\varepsilon$, while $C'\to\infty$ as $\beta\to\infty$ at nonzero temperature. Thus

$$C'(\lambda)=\varepsilon_T\tag{6}$$

has one positive root. When $\lambda^2C''(\lambda)\gg1$, the lattice exponential in (4) is sharply concentrated near this saddle, provided the phonon spectrum is broad enough to suppress recurrences farther along the contour. Evaluating the smoother carrier factor at $\lambda$ gives

$$W(F)\simeq2\pi|V|^2\frac{e^{C(\lambda)-\lambda\varepsilon_T}}{\sqrt{2\pi C''(\lambda)}}Z_F(\lambda).$$

Everything except the field exponential cancels in the ratio. With $\lambda=2\tau_2$,

$$\ln\frac{W(F)}{W(0)}=\frac{F^2(2\tau_2)^3}{24m}=\frac{F^2\tau_2^3}{3m}.$$

Restoring units, $\lambda=2\tau_2/\hbar$ and the exponent is $e^2F^2\tau_2^3/(3m\hbar)$, which is (1). If $G(\varepsilon_T+E)$ were exactly proportional to $e^{-\lambda E}$, (2) would give this ratio directly, with no field-dependent prefactor.

### Why the exponent is quadratic

Suppose the carrier leaves at depth $\varepsilon$ below the edge. The lattice weight gains $e^{2\tau_2\varepsilon}$, while the barrier costs

$$2\int_0^{\varepsilon/F}\sqrt{2m(\varepsilon-Fx)}\,dx=\frac{4\sqrt{2m}\,\varepsilon^{3/2}}{3F}.$$

Setting the derivative of gain minus cost to zero gives $\tau_2=\sqrt{2m\varepsilon_0}/F$, or $\varepsilon_0=F^2\tau_2^2/2m$. At this depth the cost is two thirds of the gain. The net exponent is $\tfrac23\tau_2\varepsilon_0=F^2\tau_2^3/3m$, as before. The carrier's own under-barrier time is

$$\int_0^{\varepsilon_0/F}\sqrt{\frac{m}{2(\varepsilon_0-Fx)}}\,dx=\frac{\sqrt{2m\varepsilon_0}}{F}=\tau_2 .$$

The optimum therefore equates the carrier and lattice tunnelling times.

## Tunnelling time and temperature

The lattice part of (4) can be written

$$e^{C(\lambda)-\lambda\varepsilon_T}=\frac{\mathrm{Tr}\,[e^{-(b-\lambda)H_1}e^{-\lambda(H_2+\varepsilon_T)}]}{\mathrm{Tr}\,e^{-bH_1}}.$$

It describes a closed path of total imaginary time $b$: time $\lambda$ is spent with the centre ionized and $b-\lambda$ with it bound. Stationarity in $\lambda$ requires equal energies at the switch. Momentum is continuous there, so the potentials are equal too: the switch occurs at their crossing. The ionized part runs from the crossing to a turning point and back, hence $\lambda=2\tau_2$. Defining $b-\lambda=-2\tau_1$ gives $\tau_2=b/2+\tau_1$.

If $\lambda>b$, the bound part has negative duration and is understood by analytic continuation; its action changes sign. In terms of positive under-barrier actions $S_1,S_2$ on the bound and ionized potentials (not Huang–Rhys factors), the total exponent to be minimized over vibrational energy $E$ is

$$bE+2(S_2\mp S_1),\qquad \frac{dS_i}{dE}=-|\tau_i| .$$

Its stationary point gives $\tau_2=b/2\pm|\tau_1|$, upper signs belonging together.

### One effective mode

With a mass-weighted coordinate $q$, let

$$U_1=\tfrac12\omega^2q^2,\qquad U_2=\tfrac12\omega^2(q-q_0)^2+\varepsilon_T,\qquad \Delta\varepsilon=\tfrac12\omega^2q_0^2 .$$

Equating them gives $q_c-q_0=q_0(\varepsilon_T-\Delta\varepsilon)/(2\Delta\varepsilon)$. For $\varepsilon_T>\Delta\varepsilon$ both minima lie on the same side of the crossing; for $\varepsilon_T<\Delta\varepsilon$ the crossing lies between them.

In imaginary time the paths are $q=A_1\cosh\omega s$ on $U_1$ and $q=q_0+A_2\cosh\omega s$ on $U_2$. Put $u_i=\omega\tau_i$ and $\theta=b\omega/2=u_2-u_1$. Matching position and velocity at the crossing requires

$$A_1\cosh u_1=q_0+A_2\cosh u_2,\qquad A_1\sinh u_1=A_2\sinh u_2 .$$

Eliminating $A_1$ gives $q_0=A_2\sinh(u_2-u_1)/\sinh u_1$. Therefore

$$A_2=q_0\frac{\sinh u_1}{\sinh\theta},\qquad A_1=q_0\frac{\sinh u_2}{\sinh\theta}.$$

Energy conservation, $\tfrac12\omega^2(A_1^2-A_2^2)=\varepsilon_T$, becomes

$$\Delta\varepsilon\,\frac{\sinh^2u_2-\sinh^2u_1}{\sinh^2\theta}=\varepsilon_T .$$

The numerator equals $\sinh(u_2+u_1)\sinh(u_2-u_1)$, so $\sinh(u_1+u_2)=(\varepsilon_T/\Delta\varepsilon)\sinh\theta$. Since $u_1=u_2-\theta$,

$$\tau_2=\frac{\hbar}{4kT}+\frac1{2\omega}\operatorname{arsinh}\!\left[\frac{\varepsilon_T}{\Delta\varepsilon}\sinh\frac{\hbar\omega}{2kT}\right].\tag{7}$$

Equation (6) gives the same root: with $n=e^{-\theta}/(2\sinh\theta)$ and $n+1=e^\theta/(2\sinh\theta)$, it reads $\Delta\varepsilon\sinh(\lambda\omega-\theta)/\sinh\theta=\varepsilon_T$. Equation (7) also shows that $\tau_1$ has the sign of $\varepsilon_T-\Delta\varepsilon$.

### Cold and hot limits

When $\theta\gg1$ and $(\varepsilon_T/\Delta\varepsilon)\sinh\theta\gg1$, the inverse hyperbolic sine tends to $\theta+\ln(\varepsilon_T/\Delta\varepsilon)$. Then

$$\tau_2\to\frac{\hbar}{2kT}+\frac1{2\omega}\ln\frac{\varepsilon_T}{\Delta\varepsilon},$$

and $\tau_1$ is constant. When $\theta$ and $(\varepsilon_T/\Delta\varepsilon)\theta$ are both small, linearization gives

$$\tau_2\to\frac{\hbar}{4kT}\left(1+\frac{\varepsilon_T}{\Delta\varepsilon}\right).$$

Now $\tau_1$ itself varies as $1/T$. Treating it as constant is thus a low-temperature approximation.

## Corrections and limits of use

Write $X=F^2/F_c^2$. Near the saddle the exponent, including the field term $X\beta^3/\lambda^3$, has slope $3X/\lambda$ and curvature $C''$ to leading order. Minimizing along the real axis changes it by

$$-\frac{(3X/\lambda)^2}{2C''}=-\frac{9X^2}{2\lambda^2C''}.\tag{8}$$

Physically, $3X/\lambda=\varepsilon_0$: as the carrier starts deeper, the lattice needs less energy and the gain per unit depth falls. The quadratic law requires (8) to be small compared with $X$, and small compared with unity if the rate itself must be accurate. At fixed field, cooling lengthens $\tau_2$ and increases $\varepsilon_0$, so the law cannot be continued to zero temperature.

At weak field, the spread of $\beta$ around the saddle also matters. Put $\beta=\lambda+\delta$. To first order, the Gaussian contour weight, corrected by $C'''\delta^3/6$ and the factor $\beta^{-3/2}$, gives

$$\langle\delta^2\rangle=-\frac1{C''},\qquad \langle\delta\rangle=\frac{C'''}{2C''^2}+\frac3{2\lambda C''}.$$

Expanding $\langle\beta^3\rangle$ changes the coefficient of $X$ from 1 to

$$1+\frac{3}{2\lambda^2C''}+\frac{3C'''}{2\lambda C''^2}.\tag{9}$$

Both corrections are positive: $C'(b/2)=0$ implies $\lambda>b/2$, and every mode then contributes positively to $C'''$.

A large phonon number alone does not make (8) and (9) negligible. In the classical limit $\hbar\omega\ll kT$, $C''=2\Delta\varepsilon\,kT$ and $\lambda^2C''=(\varepsilon_T+\Delta\varepsilon)^2/(2\Delta\varepsilon\,kT)$, twice the crossing energy over $kT$, whatever the phonon energy. For $\varepsilon_T=0.3$ eV and $\Delta\varepsilon=0.1$ eV this is 31 at 300 K, and the logarithm at $F_c$ is then 0.92 rather than 1.

Anharmonic modes or changed frequencies alter the lattice factor, so (3) and (7) no longer apply. A charged residual centre or a strongly nonparabolic band alters the carrier factor (5).

## Worked example

Take the round model parameters $m=0.10$ electron masses, $\varepsilon_T=0.300$ eV, $\Delta\varepsilon=0.100$ eV and $\hbar\omega=0.020$ eV. At 150 K, $kT=0.012926$ eV, so $\theta=0.020/(2\times0.012926)=0.774$. Equation (7) gives

$$\lambda=\frac{0.774+\operatorname{arsinh}(3\sinh0.774)}{0.020\ \mathrm{eV}}\simeq122\ \mathrm{eV}^{-1}.$$

Since $\tau_2=(\hbar/2kT)\lambda kT$, this is $25.46\times122.14\times0.012926=40.2$ fs, of which $\tau_1$ contributes 14.7 fs. The critical force is $eF_c=4.16\times10^{-4}$ eV/Å, or $F_c=41.6$ kV/cm. At $F_c$ the carrier starts $3/\lambda=0.0246$ eV below the edge and tunnels $0.02456/(4.158\times10^{-4})=59$ Å.

| $T$ (K) | $\hbar/2kT$ (fs) | $\tau_1$ (fs) | $\tau_2$ (fs) | $eF_c$ ($10^{-4}$ eV/Å) |
|---|---|---|---|---|
| 75 | 50.9 | 17.4 | 68.3 | 1.88 |
| 150 | 25.5 | 14.7 | 40.2 | 4.16 |
| 300 | 12.7 | 10.2 | 23.0 | 9.62 |

The cold limit of $\tau_1$ is 18.1 fs. Omitting $\tau_1$ at 150 K would raise $F_c$ by a factor $(40.20/25.46)^{3/2}=1.98$ and reduce the predicted logarithmic enhancement almost fourfold.

For $\Delta\varepsilon=0.600$ eV the crossing lies between the minima. At 150 K, $\tau_1=-5.9$ fs and $\tau_2=19.6$ fs, giving $eF_c=1.23\times10^{-3}$ eV/Å. Numerical minimization of the under-barrier exponent reproduces (7) in both cases.

### A phonon band and a sharp mode

A band from 0.012 to 0.028 eV, with semi-elliptical Huang–Rhys weights centred at 0.020 eV and $\Delta\varepsilon=0.100$ eV, has $\tau_2=39.6$ fs and $F_c=42.5$ kV/cm at 150 K. Summing the lattice energy distribution on a 0.25 meV grid with the Airy density of states, without the saddle approximation, gives the values below. The finite grid slightly underestimates $W(0)$ and so raises each logarithm by about 0.001; without the grid the first two ratios are 1.040 and 1.006.

| $F^2/F_c^2$ | full $\ln[W(F)/W(0)]$ | ratio to law |
|---|---|---|
| 0.25 | 0.261 | 1.045 |
| 1 | 1.008 | 1.008 |
| 4 | 3.550 | 0.888 |
| 9 | 6.636 | 0.737 |

The initial excess has the sign predicted by (9), and the later deficit that of (8). At $F=3F_c$ the law overestimates the enhancement by $e^{9-6.636}\simeq11$ times, although the logarithm is only 26% below the law.

A single sharp mode behaves differently: at its own $F_c$ the logarithm is 1.90, not 1. Here $\varepsilon_T=15\hbar\omega$, so one phonon line falls exactly at the band edge, where the zero-field density of states vanishes. The next line is 0.020 eV higher, beyond the decay energy $1/\lambda=0.008$ eV. With an exponential lattice weight, the zero-field sum relative to its smooth integral is

$$\frac{(\lambda\hbar\omega)^{3/2}}{\Gamma(3/2)}\sum_{k=1}^{\infty}\sqrt{k}\,e^{-k\lambda\hbar\omega}\simeq0.43 .$$

This raises the logarithmic ratio by about 0.85, most of the observed excess of 0.90. The discrepancy thus comes mainly from the zero-field reference rate. Its size and sign depend on where the lines fall relative to the edge: with the other parameters unchanged, the logarithm at the corresponding $F_c$ is 0.64 for $\varepsilon_T=0.295$ eV and 0.95 for $0.290$ eV.

## Implementation

For one effective mode, use (7) and then (1). For several modes, solve (6) with $\lambda=1/(2kT)$ as the lower bracket and an upper bracket increased until $C'>\varepsilon_T$; then set $\tau_2=\hbar\lambda/2$. Use the same spectrum for $\lambda$ and for any full-rate comparison. If (8) is not small, evaluate (4) numerically. If the spectrum is nearly discrete, sum the phonon lines with $\rho_F$ directly. The numerical output below lists the values at further temperatures and the details of both lattice paths.

## Values computed for the example and the checks

```
carrier mass: 0.10 electron masses
thermal ionization energy: 0.300 eV
relaxation energy: 0.100 eV
mean phonon energy: 0.020 eV
Huang-Rhys factor, one mode: 5.00
One mean mode, ionization energy above relaxation energy:
T=75 K: hbar/2kT=50.92 fs, tau1=17.41 fs, tau2=68.33 fs, eFc=1.876e-04 eV/angstrom
T=100 K: hbar/2kT=38.19 fs, tau1=16.59 fs, tau2=54.78 fs, eFc=2.613e-04 eV/angstrom
T=150 K: hbar/2kT=25.46 fs, tau1=14.73 fs, tau2=40.20 fs, eFc=4.158e-04 eV/angstrom
T=200 K: hbar/2kT=19.10 fs, tau1=12.99 fs, tau2=32.09 fs, eFc=5.830e-04 eV/angstrom
T=300 K: hbar/2kT=12.73 fs, tau1=10.24 fs, tau2=22.97 fs, eFc=9.623e-04 eV/angstrom
cold limit of tau1: 18.08 fs
Details at T=150 K, one mean mode:
kT: 0.012926 eV
lambda = 2 tau2/hbar: 122.14 1/eV
Fc converted: 41.58 kV/cm
optimum carrier depth at F=Fc: 0.02456 eV
tunnelling length at F=Fc: 59.1 angstrom
carrier under-barrier time: 40.20 fs
ln of carrier factor ratio at F=Fc: 1.000000
Numerical lattice path, relaxation energy 0.10 eV:
  crossing energy: 0.4000 eV
  optimum lattice energy: 0.3294 eV
  signed tau1: 14.73 fs
  tau2: 40.20 fs
  minimum exponent: 28.2402 (no unit)
Numerical lattice path, relaxation energy 0.60 eV:
  crossing energy: 0.3375 eV
  optimum lattice energy: 0.3269 eV
  signed tau1: -5.91 fs
  tau2: 19.55 fs
  minimum exponent: 25.8162 (no unit)
eFc for strong relaxation: 1.226e-03 eV/angstrom
Phonon band 0.012 to 0.028 eV, T=150 K:
tau2 from band saddle: 39.60 fs
eFc from band saddle: 4.251e-04 eV/angstrom
Fc of band converted: 42.51 kV/cm
F^2/Fc^2=0.25: full ln[W(F)/W(0)]=0.2613, ratio to law=1.0453
F^2/Fc^2=1.00: full ln[W(F)/W(0)]=1.0076, ratio to law=1.0076
F^2/Fc^2=4.00: full ln[W(F)/W(0)]=3.5501, ratio to law=0.8875
F^2/Fc^2=9.00: full ln[W(F)/W(0)]=6.6363, ratio to law=0.7374
sharp single mode, its own F=Fc: ln[W(F)/W(0)]=1.8957
```
